\section*{Exchange torque on a magnet from the absorbed spin current, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one spin to a magnetic layer}

\subsection{The decision}

Suppose a scattering calculation has been done for a magnetic layer between two nonmagnetic leads, and the torque exerted by the current on the magnet is wanted. There are two ways to proceed. One may keep the wave function inside the layer, form the spin density at each point, and integrate its cross product with the exchange field. Or one may discard the interior and use the reflection and transmission amplitudes in the leads. The second way needs far less storage. Its simplest form sets the torque equal to the spin current that enters the layer and does not leave it. This notebook establishes when that equality holds, beginning with a spin that does not move.

Atomic units are used in the algebra, so $\hbar=m=1$, and a torque has the unit of energy. Numerical values are in eV and angstrom.

\subsection{One spin in an exchange field}

Let $\hat s_j=\sigma_j/2$ be the electron spin operators and $\mathbf n$ a unit vector. Take
\begin{equation}
H_{\rm ex}=-\frac{\Delta}{2}\,\mathbf n\cdot\boldsymbol\sigma=-\Delta\,\mathbf n\cdot\hat{\mathbf s},\qquad \Delta>0 .
\label{hex}
\end{equation}
The energies are $-\Delta/2$ for spin along $\mathbf n$ (majority) and $+\Delta/2$ for spin against it (minority), so $\Delta$ is the full splitting. The vector $\mathbf n$ is a direction of angular momentum. The electron's magnetic moment is opposite to its spin, so a magnetization made of spins along $\mathbf n$ points along $-\mathbf n$.

With $[\hat s_k,\hat s_j]=i\epsilon_{kjl}\hat s_l$ and repeated indices summed, the Heisenberg equation gives
\begin{align}
\frac{d\hat s_j}{dt}&=i[H_{\rm ex},\hat s_j]
=-i\Delta n_k[\hat s_k,\hat s_j]\notag\\
&=-i\Delta n_k\,i\epsilon_{kjl}\hat s_l
=\Delta\,\epsilon_{jlk}\hat s_l n_k
=\Delta(\hat{\mathbf s}\times\mathbf n)_j .
\label{prec}
\end{align}
The fourth form uses the cyclic identity $\epsilon_{kjl}=\epsilon_{jlk}$. The spin precesses about $\mathbf n$ at angular frequency $\Delta$, and a spin parallel to $\mathbf n$ does not move. For $\mathbf n=\hat z$ and a spin along $\hat x$ the initial rate is along $\hat x\times\hat z=-\hat y$, which fixes the sense of rotation used below.

\subsection{The reaction on the magnet}

Equation \eqref{prec} is the torque on the electron. To find the torque on the magnet, the magnet must be a dynamical object. Let it be a local spin $\hat{\mathbf S}$ coupled by $-J\hat{\mathbf S}\cdot\hat{\mathbf s}$. The two sets of operators commute with each other, so the same algebra yields
\begin{equation}
\frac{d\hat{\mathbf S}}{dt}=J\,\hat{\mathbf S}\times\hat{\mathbf s},\qquad
\frac{d\hat{\mathbf s}}{dt}=J\,\hat{\mathbf s}\times\hat{\mathbf S}.
\label{pair}
\end{equation}
The sum is zero: the coupling moves angular momentum from one partner to the other.

Now make the mean-field assumption that the state is a product, with $\langle\hat{\mathbf S}\rangle=S\mathbf n$ and $\langle\hat{\mathbf s}\rangle=\mathbf s$. The expectation value of a product of operators, one for each partner, then factorizes. The electron sees \eqref{hex} with $\Delta=JS$, and
\begin{equation}
\frac{d\langle\hat{\mathbf S}\rangle}{dt}=JS\,\mathbf n\times\mathbf s=\Delta\,\mathbf n\times\mathbf s .
\label{react}
\end{equation}
This was tested with explicit matrices for a local spin of size 2 in a tilted direction. The relation holds at the instant when the state is a product. Unless the spins are parallel, the coupling itself then entangles them: for a local spin of size 2 the factorized rate is off by about a tenth after a time $1/\Delta$, and the exact splitting is $J(S+\frac12)$ rather than $JS$. The mean-field form is thus an approximation suited to large $S$. Once the spins are entangled, the factorization fails and \eqref{react} needs the correlated average $J\langle\hat{\mathbf S}\times\hat{\mathbf s}\rangle$.

A solid has many local spins $\hat{\mathbf S}_a$, coupled to the electron spin density at $\mathbf r$ with strengths $J_a(\mathbf r)$. The exchange field is then $\Delta(\mathbf r)\mathbf n(\mathbf r)=\sum_aJ_a(\mathbf r)\langle\hat{\mathbf S}_a\rangle$. Adding the torques on all local spins gives
\begin{equation}
\mathbf T=\sum_a\int J_a\langle\hat{\mathbf S}_a\rangle\times\mathbf s\,dV
=\int\Delta\,\mathbf n\times\mathbf s\,dV ,
\label{tdef}
\end{equation}
where $\mathbf s(\mathbf r)$ is now a density. This is the exchange torque on the magnet: the rate of change of its angular momentum. If its magnetic moment is $-\gamma$ times its angular momentum, with $\gamma>0$, the moment changes at the rate $-\gamma\mathbf T$.

\subsection{Letting the electron move along a line}

Let the electron move along $x$ with
\begin{equation}
H=-\frac12\partial_x^2+V(x)-\Delta(x)\,n_k(x)\hat s_k .
\end{equation}
Here $V$ is real and does not depend on spin. The exchange field is held fixed, on the grounds that the magnetization turns slowly compared with the passage of an electron. The spin density is $s_j=\psi^\dagger\hat s_j\psi$. Since $\hat s_j$ is Hermitian, the two terms of its time derivative are complex conjugates:
\begin{equation}
\partial_t s_j=2\,{\rm Re}\,\psi^\dagger\hat s_j\partial_t\psi,\qquad
\partial_t\psi=\frac i2\psi''-iV\psi+i\Delta n_k\hat s_k\psi .
\end{equation}
The three terms are taken in turn.

The potential gives $2\,{\rm Re}(-iVs_j)=0$, because $Vs_j$ is real. The kinetic term gives
\begin{align}
{\rm Re}\bigl(i\psi^\dagger\hat s_j\psi''\bigr)
&=\partial_x{\rm Re}\bigl(i\psi^\dagger\hat s_j\psi'\bigr)
-{\rm Re}\bigl(i\psi'^\dagger\hat s_j\psi'\bigr)\notag\\
&=-\partial_xQ_j,\qquad
Q_j={\rm Re}\,\psi^\dagger\hat s_j(-i\partial_x)\psi .
\end{align}
The second term on the first line vanishes because $\psi'^\dagger\hat s_j\psi'$ is real. The quantity $Q_j$ is the flow along $+x$ of spin component $j$: velocity times spin.

For the exchange term, use $\hat s_j\hat s_k=\frac14\delta_{jk}+\frac i2\epsilon_{jkl}\hat s_l$:
\begin{align}
2\,{\rm Re}\bigl(i\Delta n_k\psi^\dagger\hat s_j\hat s_k\psi\bigr)
&=2\,{\rm Re}\Bigl(\frac{i\Delta}{4}n_j\psi^\dagger\psi
-\frac\Delta2\epsilon_{jkl}n_ks_l\Bigr)\notag\\
&=-\Delta(\mathbf n\times\mathbf s)_j=\Delta(\mathbf s\times\mathbf n)_j .
\end{align}
The spin balance on the line is therefore
\begin{equation}
\partial_t\mathbf s+\partial_x\mathbf Q=\Delta\,\mathbf s\times\mathbf n .
\label{line}
\end{equation}
If nothing depends on $x$, it returns to \eqref{prec}. If $\Delta=0$, spin is conserved locally.

For a state of definite energy the time factor cancels in $\mathbf s$, so $\partial_t\mathbf s=0$. Integrating over a magnetic layer $0<x<d$ and changing the sign gives the torque on the magnet,
\begin{equation}
\mathbf T=\int_0^d\Delta\,\mathbf n\times\mathbf s\,dx=\mathbf Q(0)-\mathbf Q(d).
\label{tq}
\end{equation}

\subsection{A uniform layer and its amplitudes}

Take $V=0$ and constant $\Delta$ and $\mathbf n=\hat z$ in the layer. An electron of energy $E=k^2/2$ arrives from the left with density $\rho$ per unit length and spin at angle $\theta$ to $\mathbf n$ in the $xz$ plane. Its spinor components are
\begin{equation}
a_\uparrow=\sqrt\rho\cos(\theta/2),\qquad a_\downarrow=\sqrt\rho\sin(\theta/2).
\end{equation}
The two components do not mix. Inside the layer their wave numbers follow from $q^2/2\mp\Delta/2=E$, so $q_{\uparrow}^2=2E+\Delta$ and $q_\downarrow^2=2E-\Delta$.

For one component of unit incident amplitude, write $e^{ikx}+re^{-ikx}$ on the left and $te^{ik(x-d)}$ on the right. The interior solution with value $t$ and slope $ikt$ at $x=d$ is
\begin{equation}
\psi=t\Bigl[\cos q(x-d)+i\frac kq\sin q(x-d)\Bigr].
\end{equation}
Matching value and slope at $x=0$, and dividing the slope equation by $ik$, gives
\begin{align}
1+r&=t\Bigl[\cos qd-i\frac kq\sin qd\Bigr],\\
1-r&=t\Bigl[\cos qd-i\frac qk\sin qd\Bigr].
\end{align}
Half the sum and half the difference are
\begin{align}
t&=\Bigl[\cos qd-\frac i2\Bigl(\frac kq+\frac qk\Bigr)\sin qd\Bigr]^{-1},\label{t}\\
r&=\frac i2\Bigl(\frac qk-\frac kq\Bigr)\sin(qd)\,t .
\label{r}
\end{align}

\subsection{The torque from the leads}

In the left lead $\psi=Ae^{ikx}+Be^{-ikx}$, where $A$ and $B$ are spinors. Inserting this in $Q_j$ gives $k(A^\dagger\hat s_jA-B^\dagger\hat s_jB)$ plus the interference terms
\begin{equation}
k\,{\rm Re}\bigl(B^\dagger\hat s_jA\,e^{2ikx}-A^\dagger\hat s_jB\,e^{-2ikx}\bigr)=0 .
\end{equation}
They cancel because the second product is the complex conjugate of the first. Incident and reflected spin currents may thus be added separately, although the spin density in the lead does contain interference.

The transverse components are handled together through $s_x+is_y=\psi_\uparrow^*\psi_\downarrow$. The incident wave has $a_\uparrow^*a_\downarrow=\frac12\rho\sin\theta$. Reflection multiplies this by $r_\uparrow^*r_\downarrow$ and transmission by $t_\uparrow^*t_\downarrow$. Equation \eqref{tq} becomes
\begin{equation}
T_x+iT_y=\frac{k\rho}{2}\sin\theta\,
\bigl[1-r_\uparrow^*r_\downarrow-t_\uparrow^*t_\downarrow\bigr].
\label{mix}
\end{equation}
For the longitudinal component, particle conservation in each spin channel gives $|r|^2+|t|^2=1$. Both terms of $s_z=\frac12(|\psi_\uparrow|^2-|\psi_\downarrow|^2)$ then contribute nothing to the difference of currents, and $T_z=0$.

Three limits check the result.

First, when $\Delta=0$ the two channels are equal and the bracket is $1-|r|^2-|t|^2=0$.

Second, for small $d$, \eqref{t} gives $t\simeq1+\frac i2(k+q^2/k)d$, while $r_\uparrow^*r_\downarrow$ is of order $d^2$. Hence $t_\uparrow^*t_\downarrow\simeq1+\frac{i}{2k}(q_\downarrow^2-q_\uparrow^2)d=1-i\Delta d/k$, and $T_y\simeq\Delta d\,\rho\sin\theta/2$. This is what \eqref{tdef} gives directly when the spin has not yet turned, since $\hat z\times\hat x=\hat y$.

Third, neglect reflection and let the spin turn. With $\kappa=q_\uparrow-q_\downarrow$, the interior density is $s_x+is_y=\frac12\rho\sin\theta\,e^{-i\kappa x}$. Because $\hat z\times\mathbf s=(-s_y,s_x,0)$,
\begin{align}
T_x+iT_y&=i\Delta\int_0^d(s_x+is_y)\,dx\notag\\
&=\frac\Delta\kappa\,\frac\rho2\sin\theta\,\bigl(1-e^{-i\kappa d}\bigr).
\label{free}
\end{align}
The identity $q_\uparrow^2-q_\downarrow^2=2\Delta$ gives $\Delta/\kappa=(q_\uparrow+q_\downarrow)/2$, the mean wave number. It is close to $k$ when the splitting is small compared with the energy, and \eqref{free} then agrees with \eqref{mix}.

\subsection{Numbers for one electron wave}

The model parameters are $E=5$ eV, $\Delta=2$ eV, $d=10$ angstrom, $\theta=60^\circ$ and $\rho=0.01$ electron per angstrom. They describe no named material. The lead wave number is $k=1.1456$ per angstrom. Since $E=k^2/2$, the incident particle flux in energy units is
\begin{equation}
k\rho=\frac{2E\rho}{k}=\frac{2(5)(0.01)}{1.1456}=0.0873\ \text{eV},
\end{equation}
and the incident transverse spin current is $0.0873\times\frac12\sin60^\circ=0.0378$ eV. The amplitudes \eqref{t} and \eqref{r} give the bracket $1.664+0.743\,i$. Therefore
\begin{align}
T_x&=0.0378\times1.664=0.0629\ \text{eV},\\
T_y&=0.0378\times0.743=0.0281\ \text{eV}.
\end{align}
The magnitude is 0.0689 eV, or 0.00253 hartree. Division by $k\rho$ gives $0.79\,\hbar$ per incident electron.

The torque was also computed without these amplitudes, by integrating the Pauli equation numerically and then integrating $\Delta\,\mathbf n\times\mathbf s$ through the layer. The two agree within one part in $10^6$ of $k\rho$, the tolerance set for the test. The balance holds at intermediate depths as well. Five decimals are kept here to show it, in eV:
\begin{center}
\begin{tabular}{rrrrr}
depth (angstrom) & $T_x$ & $T_y$ & $Q_x$ & $Q_y$\\
2.5 & 0.00596 & 0.02057 & 0.03183 & $-0.02057$\\
5.0 & 0.02219 & 0.03450 & 0.01561 & $-0.03451$\\
7.5 & 0.04345 & 0.03731 & $-0.00565$ & $-0.03732$\\
10.0 & 0.06289 & 0.02810 & $-0.02509$ & $-0.02810$
\end{tabular}
\end{center}
The torque columns are accumulated from the left face. In each row $T_x+Q_x$ equals the incident 0.0378 eV to the accuracy shown.

The transferred spin, $0.79\,\hbar$, exceeds the transverse spin that each electron brings, $\frac12\sin60^\circ=0.43\,\hbar$. The reason is precession. The layer wave numbers are 1.2549 and 1.0246 per angstrom, so $\kappa=0.2303$ per angstrom and the spin turns by $\kappa d=2.30$ radians. The reflectionless bracket $1-e^{-i\kappa d}$ is $1.67+0.74\,i$, close to the full value. The electron leaves with its transverse spin partly reversed, and the magnet has taken up the difference. Absorbed spin current thus means inflow minus outflow; it does not mean that the spin has been damped.

\section{The general balance and its limits}

\subsection{What is carried over}

An electron with spin density $\mathbf s$, measured as angular momentum, moves in an exchange field with energy $-\Delta\,\mathbf n\cdot\hat{\mathbf s}$, where $\hat{\mathbf s}=\boldsymbol\sigma/2$. The unit vector $\mathbf n$ is the direction of the magnet's spin and $\Delta$ is the splitting. In mean field, the torque on the magnet is $\mathbf T=\int\Delta\,\mathbf n\times\mathbf s\,dV$. On a line, in a steady state, it equals the spin current $\mathbf Q$ entering the layer minus that leaving it. For a uniform layer with $\mathbf n=\hat z$ the transverse torque is the incident transverse spin current times $1-r_\uparrow^*r_\downarrow-t_\uparrow^*t_\downarrow$, where $r$ and $t$ are the reflection and transmission amplitudes. The reference example has energy 5 eV, splitting 2 eV, width 10 angstrom, incident spin at $60^\circ$ to $\mathbf n$ in the $xz$ plane, and torque components $(0.0629,0.0281,0)$ eV.

\subsection{Three dimensions and any direction of the exchange field}

The Pauli Hamiltonian is now
\begin{equation}
H=-\frac12\nabla^2+V(\mathbf r)-\Delta(\mathbf r)\,n_k(\mathbf r)\hat s_k .
\label{h3}
\end{equation}
No derivative of $\mathbf n$ or $\Delta$ will appear, because both multiply the wave function locally. From $\partial_t\psi=-iH\psi$,
\begin{equation}
\partial_ts_j={\rm Re}\bigl(i\psi^\dagger\hat s_j\nabla^2\psi\bigr)
+2\,{\rm Re}(-iVs_j)
+2\,{\rm Re}\bigl(i\Delta n_k\psi^\dagger\hat s_j\hat s_k\psi\bigr).
\end{equation}
The middle term is zero. In the first, write $\nabla^2=\partial_i\partial_i$ and move one derivative outside:
\begin{equation}
{\rm Re}\bigl(i\psi^\dagger\hat s_j\partial_i\partial_i\psi\bigr)
=\partial_i{\rm Re}\bigl(i\psi^\dagger\hat s_j\partial_i\psi\bigr)
-{\rm Re}\bigl(i(\partial_i\psi)^\dagger\hat s_j\partial_i\psi\bigr).
\end{equation}
The last expression is the real part of $i$ times a real number, hence zero. Define the spin current tensor, with the direction of flow first and the spin component second,
\begin{equation}
Q_{ij}={\rm Re}\,\psi^\dagger\hat s_j(-i\partial_i)\psi .
\end{equation}
The kinetic contribution is $-\partial_iQ_{ij}$. In the exchange term the product $\hat s_j\hat s_k=\frac14\delta_{jk}+\frac i2\epsilon_{jkl}\hat s_l$ leaves $-\Delta\epsilon_{jkl}n_ks_l$, since the $\delta_{jk}$ part is imaginary. The result is
\begin{equation}
\partial_ts_j+\partial_iQ_{ij}=\Delta(\mathbf s\times\mathbf n)_j .
\label{cont}
\end{equation}
A symbolic test confirmed \eqref{cont} for an arbitrary spinor and arbitrary real functions $V$, $\Delta$ and $\mathbf n$ of position. For motion along one axis it becomes the balance on a line.

Now integrate over a fixed volume that encloses the magnet. Let $\mathbf S_e=\int\mathbf s\,dV$ be the electron spin in it and $dA_i$ the outward surface element. Gauss's theorem converts the divergence to a surface integral. Since $\Delta\,\mathbf n\times\mathbf s=-\Delta\,\mathbf s\times\mathbf n$,
\begin{equation}
T_j=-\oint Q_{ij}\,dA_i-\frac{dS_{e,j}}{dt}.
\label{general}
\end{equation}
The minus sign before the surface term turns outflow into inflow. In a steady state the last term is zero, and
\begin{equation}
T_j=-\oint Q_{ij}\,dA_i .
\label{steady}
\end{equation}
This answers the question of what must be stored. Under the assumptions made so far, the currents on a surface around the magnet suffice.

For independent electrons, $\mathbf s$ and $Q_{ij}$ are sums over occupied states with fixed weights. Equation \eqref{cont} is linear in these two quantities, so it holds for the sum.

The position of the surface is free within limits. Moving it through a region where $\Delta=0$ does not change the steady result, because the divergence of $Q_{ij}$ is zero there. If it cuts through the magnet, \eqref{steady} gives the torque on the enclosed part, as in the depth table of the first half.

The local form of $V$ can be relaxed. A nonlocal, spin-independent, Hermitian potential $V(\mathbf r,\mathbf r')$ contributes to $d\mathbf S_e/dt$ the amount
\begin{equation}
2\,{\rm Re}\Bigl[-i\iint\psi^\dagger(\mathbf r)\hat s_jV(\mathbf r,\mathbf r')\psi(\mathbf r')\,dV\,dV'\Bigr].
\end{equation}
If the volume contains the whole range of $V$, the double integral is real by Hermiticity and the contribution vanishes. Locally it need not vanish, so a surface passing through that range would need a corrected current.

For a spin-independent potential and a fixed exchange field of any direction, the steady torque on the magnet equals the net spin current entering a surface around it; outside a steady state, the rate of change of the stored electron spin must be subtracted. It remains to examine rotating and time-dependent cases, spin-orbit coupling, many channels, and magnets whose own electrons carry the current.
